# Newns-Anderson chemisorption in the wide-band limit: level shape, filling and lifetime

## Problem

An atom sits on a metal surface. One of its orbitals, $|a\rangle$, has energy $\epsilon_a$ and is coupled to the metal states $|k\rangle$, which have energies $\epsilon_k$. For one spin direction the Newns-Anderson Hamiltonian is

$$H=\epsilon_a|a\rangle\langle a|+\sum_k\epsilon_k|k\rangle\langle k|+\sum_k\left(V_{ak}|a\rangle\langle k|+V_{ak}^*|k\rangle\langle a|\right).$$

The states $|a\rangle$ and $|k\rangle$ are taken as orthonormal. Electron repulsion is either neglected or included in mean field, as part of a fixed $\epsilon_a$. Energies are measured from the Fermi level and the temperature is zero. The strength of the coupling at energy $\epsilon$ is described by

$$\Delta(\epsilon)=\pi\sum_k|V_{ak}|^2\,\delta(\epsilon-\epsilon_k).$$

In the wide-band limit $\Delta$ is constant over a band from $-D$ to $D$, with $D\gg\Delta$ and $D\gg|\epsilon_a|$.

1. Find the density of states $\rho_a(\epsilon)$ projected on the orbital $|a\rangle$.
2. Find the equilibrium occupancy $n_a$ per spin.
3. An electron is placed in $|a\rangle$ at $t=0$, with no other electron considered. Find the lifetime of this state.
4. Evaluate the results for $\Delta=0.5$ eV and $\epsilon_a=-1,\,-0.5,\,0,\,0.5,\,1$ eV.

Electronvolts and femtoseconds are the convenient units here, so $\hbar$ is kept in the formulas.

## Hints

**Hint 1.** Define $G(z)=(z-H)^{-1}$ with $z=\epsilon+i\eta$ and $\eta\to0^+$. Two matrix elements of $(z-H)G=1$ are enough to find $G_{aa}$.

**Hint 2.** Separate $1/(x+i\eta)$ into real and imaginary parts. For a flat, symmetric band, ask what happens to the real part of the sum over $k$ as $D$ grows.

**Hint 3.** At zero temperature the states below $\epsilon=0$ are filled.

**Hint 4.** The amplitude for remaining in $|a\rangle$ is a Fourier transform of $\rho_a$. A probability is the squared modulus of an amplitude.

## Solution

### 1. The density of states

Take the $aa$ and $ka$ elements of $(z-H)G=1$:

$$(z-\epsilon_a)G_{aa}-\sum_kV_{ak}G_{ka}=1,\qquad (z-\epsilon_k)G_{ka}-V_{ak}^*G_{aa}=0.$$

The second equation gives $G_{ka}=V_{ak}^*G_{aa}/(z-\epsilon_k)$. Inserting this into the first,

$$G_{aa}=\frac{1}{z-\epsilon_a-\Sigma},\qquad \Sigma=\sum_k\frac{|V_{ak}|^2}{z-\epsilon_k}.$$

To evaluate $\Sigma$, write

$$\frac{1}{x+i\eta}=\frac{x}{x^2+\eta^2}-i\frac{\eta}{x^2+\eta^2}.$$

As $\eta\to0^+$, the first term becomes the principal value of $1/x$. The second becomes $-i\pi\delta(x)$, because $\eta/(x^2+\eta^2)$ has area $\pi$ and shrinks to a point. Hence $\Sigma=\Lambda(\epsilon)-i\Delta(\epsilon)$. The definition of $\Delta$ turns the real part into an integral:

$$\Lambda(\epsilon)=\frac1\pi\,\mathrm{P}\!\int\frac{\Delta(\epsilon')}{\epsilon-\epsilon'}\,d\epsilon'.$$

For the flat band, leave out the interval $|\epsilon'-\epsilon|<s$. The part below it contributes $\ln(D+\epsilon)-\ln s$ and the part above it contributes $\ln s-\ln(D-\epsilon)$. The terms in $\ln s$ cancel, so for $|\epsilon|<D$

$$\Lambda(\epsilon)=\frac{\Delta}{\pi}\ln\frac{D+\epsilon}{D-\epsilon}\approx\frac{2\Delta}{\pi D}\,\epsilon\qquad(|\epsilon|\ll D).$$

States above and below $\epsilon$ push the level in opposite directions, and in a wide symmetric band these pushes nearly cancel. With $\Delta=0.5$ eV, $D=100$ eV and $\epsilon=1$ eV the shift is 0.0032 eV. In the limit $D\to\infty$ it vanishes, leaving

$$G_{aa}(\epsilon)=\frac{1}{\epsilon-\epsilon_a+i\Delta}=\frac{\epsilon-\epsilon_a-i\Delta}{(\epsilon-\epsilon_a)^2+\Delta^2}.$$

Now let $|j\rangle$ be the eigenstates of $H$, with energies $E_j$. The projected density of states is defined by $\rho_a(\epsilon)=\sum_j|\langle a|j\rangle|^2\delta(\epsilon-E_j)$. Since $G_{aa}=\sum_j|\langle a|j\rangle|^2/(\epsilon-E_j+i\eta)$, the same separation gives $\mathrm{Im}\,G_{aa}=-\pi\rho_a$. Therefore

$$\boxed{\rho_a(\epsilon)=\frac{1}{\pi}\,\frac{\Delta}{(\epsilon-\epsilon_a)^2+\Delta^2}}$$

This is a Lorentzian centred at $\epsilon_a$. Its height is $1/(\pi\Delta)$, and it falls to half of this at $\epsilon-\epsilon_a=\pm\Delta$, so its full width at half maximum is $2\Delta$.

### 2. The occupancy

Integrate over the filled states, using $x=(\epsilon-\epsilon_a)/\Delta$ and $d\epsilon=\Delta\,dx$. The upper limit $\epsilon=0$ becomes $x=-\epsilon_a/\Delta$:

$$n_a=\int_{-\infty}^{0}\rho_a\,d\epsilon=\frac1\pi\int_{-\infty}^{-\epsilon_a/\Delta}\frac{dx}{1+x^2}
=\frac1\pi\left[\arctan\!\left(-\frac{\epsilon_a}{\Delta}\right)+\frac\pi2\right].$$

The arctangent is odd, so

$$\boxed{n_a=\frac12-\frac1\pi\arctan\frac{\epsilon_a}{\Delta}}$$

If the upper limit is moved to $+\infty$, the integral is 1, as it must be for one orbital. A level at the Fermi energy is half filled. A level far above it is empty and a level far below it is full, but these limits are approached slowly. For $\epsilon_a<0$ and $|\epsilon_a|\gg\Delta$, the expansion $\arctan y\approx\pi/2-1/y$ gives $n_a\approx1-\Delta/(\pi|\epsilon_a|)$. The missing charge lies in the Lorentzian tail above the Fermi level.

If both spins have the same $\epsilon_a$, the total occupancy is $2n_a$. When repulsion is treated in mean field, $\epsilon_a$ for one spin depends on the occupancy of the other, and the formula becomes a condition to be solved self-consistently. Correlation beyond mean field is outside this derivation.

### 3. The lifetime

The amplitude for finding the electron still in $|a\rangle$ is

$$A(t)=\langle a|e^{-iHt/\hbar}|a\rangle=\sum_j|\langle a|j\rangle|^2e^{-iE_jt/\hbar}=\int_{-\infty}^{\infty}\rho_a(\epsilon)\,e^{-i\epsilon t/\hbar}\,d\epsilon.$$

For $t>0$ the exponential has modulus at most 1 in the lower half of the complex $\epsilon$ plane. On a large semicircle of radius $R$ there, $\rho_a$ falls as $1/R^2$ while the path length grows as $R$, so the semicircle contributes nothing as $R\to\infty$. The contour can be closed along it. Factorizing the denominator,

$$\rho_a(\epsilon)=\frac{\Delta}{\pi}\,\frac{1}{(\epsilon-\epsilon_a-i\Delta)(\epsilon-\epsilon_a+i\Delta)}.$$

The enclosed pole is $\epsilon=\epsilon_a-i\Delta$, where the first factor equals $-2i\Delta$. The contour runs clockwise, which gives a factor $-2\pi i$:

$$A(t)=-2\pi i\cdot\frac{\Delta}{\pi}\cdot\frac{1}{-2i\Delta}\,e^{-i(\epsilon_a-i\Delta)t/\hbar}=e^{-i\epsilon_at/\hbar}\,e^{-\Delta t/\hbar}.$$

The survival probability is the squared modulus, and squaring doubles the decay rate:

$$P(t)=|A(t)|^2=e^{-2\Delta t/\hbar}=e^{-t/\tau},\qquad\boxed{\tau=\frac{\hbar}{2\Delta}}$$

Fermi's golden rule gives the same rate: $(2\pi/\hbar)\sum_k|V_{ak}|^2\delta(\epsilon_a-\epsilon_k)=2\Delta/\hbar$. The full width $2\Delta$ multiplied by $\tau$ equals $\hbar$.

### 4. Numbers for $\Delta=0.5$ eV

The peak height is $1/(\pi\times0.5\text{ eV})=0.637$ eV$^{-1}$ and the full width is $2\times0.5=1$ eV. The lifetime is

$$\tau=\frac{0.6582\text{ eV fs}}{2\times0.5\text{ eV}}=0.658\text{ fs},$$

or 27.2 atomic units of time. For $\epsilon_a=-0.5$ eV the ratio $\epsilon_a/\Delta$ is $-1$, and $\arctan(-1)=-\pi/4$, so $n_a=\frac12+\frac14=0.75$. All five cases are:

| $\epsilon_a$ (eV) | $\epsilon_a/\Delta$ | $n_a$ per spin |
|---:|---:|---:|
| $-1$ | $-2$ | 0.852 |
| $-0.5$ | $-1$ | 0.750 |
| $0$ | $0$ | 0.500 |
| $0.5$ | $1$ | 0.250 |
| $1$ | $2$ | 0.148 |

The occupancies at $\pm\epsilon_a$ add to 1, because the arctangent is odd. As a numerical check, the Hamiltonian was diagonalized with $D=200$ eV and 1200 discrete band states, packed densely near the Fermi level (spacing about 0.0014 eV there) and each given a coupling that keeps $\Delta$ constant. The resulting occupancies differ from the formula by less than 0.001. The dense packing matters: 1200 evenly spaced states placed symmetrically about the Fermi level give 0.775 instead of 0.750 for $\epsilon_a=-0.5$ eV, and shifting that grid up or down by a quarter of a spacing changes the value to about 0.79 or 0.75.

The table is a wide-band result, not a three-digit prediction for a real metal. For $\epsilon_a=-1$ eV a flat band with $D=10$ eV gives 0.863 and one with $D=5$ eV gives 0.871, instead of 0.852. The symmetry of the band matters too. For a band from $-D_1$ to $D_2$ the steps of part 1 give $\Lambda\approx(\Delta/\pi)\ln(D_1/D_2)$, which does not vanish when both widths grow at fixed ratio. With $D_2=3D_1$ and both widths large, the occupancy at $\epsilon_a=0$ is 0.607, not 0.500 (for $D_1=5$ eV it is 0.602). In that case $\epsilon_a$ in the formulas must be read as the shifted level $\epsilon_a+\Lambda$. The shape of $\Delta(\epsilon)$ also matters once the band is narrow. For a semi-elliptic $\Delta(\epsilon)$ centred on the Fermi level with $\Delta(0)=0.5$ eV, the occupancy at $\epsilon_a=-1$ eV is 0.878 for a half-width of 5 eV and 0.90 for 2 eV, where the peak has moved to about $-1.4$ eV. For a half-width of 1 eV a sharp state splits off below the band, at $-1.25$ eV. The Lorentzian and its lifetime therefore apply to coupling with a broad band, not with a narrow one such as a d band.

## Variation 1: a band of finite width

*How does the lifetime change when $D$ is large but finite?*

Keep the linear form of $\Lambda$ and set $\alpha=2\Delta/(\pi D)$. The denominator of $G_{aa}$ becomes

$$\epsilon-\epsilon_a-\alpha\epsilon+i\Delta=(1-\alpha)\left[\epsilon-\frac{\epsilon_a-i\Delta}{1-\alpha}\right].$$

The imaginary part of the pole is now $-\Delta/(1-\alpha)$ instead of $-\Delta$. The lifetime associated with this pole is therefore

$$\tau_D\approx\frac{\hbar}{2\Delta}\left(1-\frac{2\Delta}{\pi D}\right).$$

For $D=25$ eV, $\alpha=2\times0.5/(\pi\times25)=0.013$ and $\tau_D=0.650$ fs. For $D=100$ eV, $\tau_D=0.656$ fs. Lifetimes fitted to the diagonalized model between $0.5\tau$ and $2.5\tau$ agree with both values to the digits given.

The exponential law fails at very short times. Expanding $A(t)$ to second order in $t$, with $\langle a|H|a\rangle=\epsilon_a$ and $\langle a|H^2|a\rangle=\epsilon_a^2+\sum_k|V_{ak}|^2$, gives

$$P(t)\approx1-\frac{t^2}{\hbar^2}\sum_k|V_{ak}|^2=1-\frac{2D\Delta}{\pi}\,\frac{t^2}{\hbar^2}.$$

The decay starts quadratically, not linearly. The expansion requires $t\ll\hbar/D$, so this initial stage shrinks to nothing as $D\to\infty$. For finite $D$ the exponential also fails at very long times, where a small, slowly decaying remainder takes over: for $D=25$ eV and $\epsilon_a=-0.5$ eV this happens near $t\approx20\tau$, when $P$ has fallen to about $10^{-9}$.

## Variation 2: the metal is already filled

*At $t=0$ the coupling is switched on, with all band states below the Fermi level filled and the orbital holding $n_0=0$ or $1$ electron. Does its occupancy relax as $e^{-t/\tau}$?*

Without interactions each initially filled state evolves independently, so with $U_{ak}(t)=\langle a|e^{-iHt/\hbar}|k\rangle$

$$n(t)=P(t)\,n_0+\sum_{\epsilon_k<0}|U_{ak}(t)|^2.$$

The sum does not depend on $n_0$. The *difference* between the filled and empty starts is therefore $P(t)$, which equals $e^{-t/\tau}$ in the wide-band limit.

To find the sum, note that an electron from $|k\rangle$ first enters $|a\rangle$ at some time $s$ and then evolves with amplitude $A(t-s)$:

$$U_{ak}(t)=-\frac i\hbar\int_0^tA(t-s)\,V_{ak}^{}\,e^{-i\epsilon_ks/\hbar}\,ds
=V_{ak}\,\frac{e^{-i\epsilon_kt/\hbar}-e^{-i(\epsilon_a-i\Delta)t/\hbar}}{\epsilon_k-\epsilon_a+i\Delta}.$$

Take the squared modulus and replace $\sum_k|V_{ak}|^2$ by $(\Delta/\pi)\int d\epsilon$. The prefactor becomes $\rho_a$, and

$$n(t)=n_a+(n_0+n_a)e^{-2\Delta t/\hbar}-2e^{-\Delta t/\hbar}\int_{-\infty}^{0}\rho_a(\epsilon)\cos\frac{(\epsilon-\epsilon_a)t}{\hbar}\,d\epsilon.$$

The last term is an interference term. For $\epsilon_a=0$ the integral covers half of a symmetric function and equals $\frac12e^{-\Delta t/\hbar}$. Then $n(t)=n_a+(n_0-n_a)e^{-t/\tau}$, a single exponential. For other levels this is not so in general.

Take $\epsilon_a=-0.5$ eV, where $n_a=0.75$. A single exponential from the filled start would give $0.75+0.25\times0.368=0.842$ at $t=\tau$. The diagonalized model with $D=100$ eV and band states 0.2 eV apart gives 0.734 (0.733 for $D=400$ eV), which is already below the equilibrium value. The empty start gives 0.365, and the difference, $0.734-0.365=0.369$, is close to $e^{-1}=0.368$. At 10 fs both starts give 0.752, close to the wide-band value of 0.750; the third digit depends on $D$ and on the spacing of the band states. Thus $\tau$ measures how fast the orbital loses the memory of its initial filling; the occupancy itself can follow a different curve.

## Table of computed values

```
Delta = 0.500 eV = 0.01837 hartree
hbar = 0.658212 eV fs
lifetime hbar/(2 Delta) = 0.6582 fs = 27.21 atomic units
level shift Lambda at e = 1.0 eV, D = 100 eV: 0.00318 eV
static band: 1200 states, D = 200 eV
level (eV) | n formula | n diagonalized | both spins, formula
 -1.0 | 0.8524 | 0.8530 | 1.7048
 -0.5 | 0.7500 | 0.7505 | 1.5000
  0.0 | 0.5000 | 0.5000 | 1.0000
  0.5 | 0.2500 | 0.2495 | 0.5000
  1.0 | 0.1476 | 0.1470 | 0.2952
peak height 1/(pi Delta) = 0.6366 per eV
peak height, diagonalized, level -0.5 eV = 0.6366 per eV
full width at half maximum, diagonalized = 1.002 eV
uniform band: spacing 0.2 eV, V_k = 0.1784 eV
recurrence time = 20.7 fs
D (eV) | lifetime diagonalized (fs) | pole estimate (fs)
   25 | 0.6497 | 0.6498
   50 | 0.6540 | 0.6540
  100 | 0.6561 | 0.6561
with Fermi sea, level = -0.5 eV, D = 100 eV:
time (fs) | survival | n from filled start | n from empty start
0.6582 | 0.3690 | 0.7339 | 0.3648
10.0000 | 0.0000 | 0.7518 | 0.7518
exp(-1) = 0.3679
single-exponential guess at tau, filled start = 0.8420
```
